# Transparency density of a quantum well with equal carrier masses: a program that tests the result

```python
"""
Result under test: a neutral quantum well with one conduction and one valence
subband, equal in-plane masses m and twofold spin, becomes transparent at the
subband edge at the sheet density n_tr = m kT ln(2) / (pi hbar^2).

Hartree atomic units (hbar = electron mass = 1). Energy zero: valence edge.
  gap        separation of the two subband edges
  F_c, F_v   quasi-Fermi levels of the conduction and valence subbands
  N          m kT / pi, the thermal sheet density of one subband
  inversion  f_c - f_v, electron occupation of upper minus lower state
The independent road sums Fermi functions over the discrete wave vectors of a
periodic square and solves numerically for Fermi levels and transparency.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_PER_KELVIN = physical_constants["kelvin-hartree relationship"][0]
BOHR_IN_CM = 100.0 * physical_constants["Bohr radius"][0]
PER_CM2 = 1.0 / BOHR_IN_CM**2

mass = 0.1
heavy_hole_mass = 0.4
gap = 0.03
temperature = 300.0
box_side = 4000.0
kT = HARTREE_PER_KELVIN * temperature


def fermi(energy, level, thermal):
    return expit((level - energy) / thermal)


@lru_cache(maxsize=None)
def kinetic_energies(m, thermal):
    """Kinetic energies of all box states up to at least 40 kT."""
    dk = 2.0 * np.pi / box_side
    top = int(np.ceil(np.sqrt(80.0 * m * thermal) / dk))
    k = dk * np.arange(-top, top + 1)
    return (k[:, None]**2 + k[None, :]**2).ravel() / (2.0 * m)


def electron_density(F_c, m, thermal):
    energy = gap + kinetic_energies(m, thermal)
    return 2.0 * np.sum(fermi(energy, F_c, thermal)) / box_side**2


def hole_density(F_v, m, thermal):
    energy = -kinetic_energies(m, thermal)
    return 2.0 * np.sum(1.0 - fermi(energy, F_v, thermal)) / box_side**2


def fermi_levels(density, m_e, m_h, thermal):
    """Both quasi-Fermi levels of a neutral well, from the state sums."""
    span = 15.0 * thermal
    F_c = brentq(lambda F: electron_density(F, m_e, thermal) / density - 1.0,
                 gap - span, gap + span, xtol=1e-15, rtol=1e-13)
    F_v = brentq(lambda F: hole_density(F, m_h, thermal) / density - 1.0,
                 -span, span, xtol=1e-15, rtol=1e-13)
    return F_c, F_v


def inversion(photon, levels, m_e, m_h, thermal):
    """f_c - f_v for the vertical transition at the given photon energy."""
    excess = photon - gap
    upper = gap + excess * m_h / (m_e + m_h)
    lower = -excess * m_e / (m_e + m_h)
    return fermi(upper, levels[0], thermal) - fermi(lower, levels[1], thermal)


def transparency_density(m_e, m_h, thermal):
    """Density at which the numerically computed edge inversion vanishes."""
    def edge(density):
        levels = fermi_levels(density, m_e, m_h, thermal)
        return inversion(gap, levels, m_e, m_h, thermal)
    return brentq(edge, 1e-6, 1e-4, xtol=1e-16, rtol=1e-12)


# Logarithmic density formula against the explicit sum over states.
N = mass * kT / np.pi
for eta in (-2.0, 0.0, 2.0):
    formula = N * np.log(1.0 + np.exp(eta))
    assert abs(electron_density(gap + eta * kT, mass, kT) / formula - 1) < 1e-9
    assert abs(hole_density(-eta * kT, mass, kT) / formula - 1) < 1e-9

# Main result: transparency density and position of the Fermi levels.
n_formula = mass * kT * np.log(2.0) / np.pi
n_numeric = transparency_density(mass, mass, kT)
assert abs(n_numeric / n_formula - 1.0) < 1e-8
levels_tr = fermi_levels(n_numeric, mass, mass, kT)
assert abs(levels_tr[0] - gap) < 1e-7 * kT
assert abs(levels_tr[1]) < 1e-7 * kT
edge_occupation = fermi(gap, levels_tr[0], kT)

# Edge inversion as a function of density.
edge_inversion = {}
for ratio in (0.5, 1.5):
    levels = fermi_levels(ratio * n_numeric, mass, mass, kT)
    edge_inversion[ratio] = inversion(gap, levels, mass, mass, kT)
    assert abs(edge_inversion[ratio] - (1.0 - 2.0**(1.0 - ratio))) < 1e-7

# Inversion spectrum: hyperbolic-tangent law, and absorption above the edge.
levels_high = fermi_levels(1.5 * n_numeric, mass, mass, kT)
for levels in (levels_tr, levels_high):
    for x in (0.5, 1.0, 3.0, 6.0):
        photon = gap + x * kT
        law = np.tanh((levels[0] - levels[1] - photon) / (4.0 * kT))
        assert abs(inversion(photon, levels, mass, mass, kT) - law) < 1e-9
photons = gap + kT * np.linspace(0.01, 10.0, 200)
assert np.all(inversion(photons, levels_tr, mass, mass, kT) < 0.0)
inversion_one_kT = inversion(gap + kT, levels_tr, mass, mass, kT)
gain_end = brentq(lambda w: inversion(w, levels_high, mass, mass, kT),
                  gap, gap + 10.0 * kT, xtol=1e-15)
gain_window = gain_end - gap
assert abs(gain_end - (levels_high[0] - levels_high[1])) < 1e-8 * kT

# The gain limit F_c - F_v also holds for unequal masses.
levels = fermi_levels(6e-5, mass, heavy_hole_mass, kT)
zero = brentq(lambda w: inversion(w, levels, mass, heavy_hole_mass, kT),
              gap, gap + 20.0 * kT, xtol=1e-15)
assert abs(zero - (levels[0] - levels[1])) < 1e-8 * kT

# Unequal masses: general transparency condition, and shifted Fermi levels.
N_h = heavy_hole_mass * kT / np.pi
n_unequal = transparency_density(mass, heavy_hole_mass, kT)
product = np.expm1(n_unequal / N) * np.expm1(n_unequal / N_h)
assert abs(product - 1.0) < 1e-7
assert n_unequal > n_numeric
levels_unequal = fermi_levels(n_unequal, mass, heavy_hole_mass, kT)
eta_c_unequal = (levels_unequal[0] - gap) / kT
eta_h_unequal = -levels_unequal[1] / kT
assert abs(eta_c_unequal + eta_h_unequal) < 1e-7
assert eta_c_unequal > 0.1

# Proportionality to temperature.
n_cold = transparency_density(mass, mass, 0.5 * kT)
assert abs(n_cold / n_numeric - 0.5) < 1e-8

# Proportionality to mass, checked on a second equal-mass well.
n_double = transparency_density(2.0 * mass, 2.0 * mass, kT)
assert abs(n_double / n_numeric - 2.0) < 1e-8
n_unit_mass = kT * np.log(2.0) / np.pi

print(f"temperature: {temperature:.0f} K")
print(f"equal electron and hole mass m: {mass:.1f} electron masses")
print(f"subband-edge separation: {gap:.2f} hartree")
print(f"side of periodic square for state sum: {box_side:.0f} bohr")
print(f"thermal energy kT: {kT:.5e} hartree")
print(f"thermal sheet density N = m kT/pi: {N:.5e} bohr^-2")
print(f"ln 2: {np.log(2.0):.6f}")
print(f"transparency density, formula: {n_formula:.5e} bohr^-2")
print(f"transparency density, state sum: {n_numeric:.5e} bohr^-2")
print(f"transparency density, converted: {n_formula * PER_CM2:.4e} cm^-2")
print(f"same for m = 1 electron mass: {n_unit_mass:.5e} bohr^-2")
print(f"same for m = 1, converted: {n_unit_mass * PER_CM2:.4e} cm^-2")
print(f"edge occupation f_c at transparency: {edge_occupation:.6f}")
print(f"edge inversion at 0.5 n_tr: {edge_inversion[0.5]:.4f}")
print(f"edge inversion at 1.5 n_tr: {edge_inversion[1.5]:.4f}")
print(f"gain window above edge at 1.5 n_tr: {gain_window:.4e} hartree")
print(f"gain window at 1.5 n_tr divided by kT: {gain_window / kT:.4f}")
print(f"inversion one kT above edge at n_tr: {inversion_one_kT:.4f}")
print(f"transparency density at 150 K, m = 0.1: {n_cold:.5e} bohr^-2")
print(f"hole mass in unequal case: {heavy_hole_mass:.1f} electron masses")
print(f"hole thermal density in unequal case: {N_h:.5e} bohr^-2")
print(f"transparency density, unequal case: {n_unequal:.5e} bohr^-2")
print(f"ratio of unequal to equal case: {n_unequal / n_numeric:.4f}")
print(f"(F_c - gap)/kT at transparency, unequal: {eta_c_unequal:.4f}")
print(f"-F_v/kT at transparency, unequal: {eta_h_unequal:.4f}")
print("checks complete")
```

Output:

```
temperature: 300 K
equal electron and hole mass m: 0.1 electron masses
subband-edge separation: 0.03 hartree
side of periodic square for state sum: 4000 bohr
thermal energy kT: 9.50043e-04 hartree
thermal sheet density N = m kT/pi: 3.02408e-05 bohr^-2
ln 2: 0.693147
transparency density, formula: 2.09613e-05 bohr^-2
transparency density, state sum: 2.09613e-05 bohr^-2
transparency density, converted: 7.4854e+11 cm^-2
same for m = 1 electron mass: 2.09613e-04 bohr^-2
same for m = 1, converted: 7.4854e+12 cm^-2
edge occupation f_c at transparency: 0.500000
edge inversion at 0.5 n_tr: -0.4142
edge inversion at 1.5 n_tr: 0.2929
gain window above edge at 1.5 n_tr: 1.1466e-03 hartree
gain window at 1.5 n_tr divided by kT: 1.2069
inversion one kT above edge at n_tr: -0.2449
transparency density at 150 K, m = 0.1: 1.04807e-05 bohr^-2
hole mass in unequal case: 0.4 electron masses
hole thermal density in unequal case: 1.20963e-04 bohr^-2
transparency density, unequal case: 3.89846e-05 bohr^-2
ratio of unequal to equal case: 1.8598
(F_c - gap)/kT at transparency, unequal: 0.9669
-F_v/kT at transparency, unequal: -0.9669
checks complete
```
